# Why Mo2(NMe2)6 Stops at 16 Electrons per Molybdenum

## The symmetry argument

Each molybdenum atom in Mo\(_2\)(NMe\(_2\))\(_6\) carries three amide groups and is triply bonded to the other molybdenum. Take the Mo-Mo axis as \(z\). Assume that each nitrogen is planar, that each NC\(_2\) plane contains the \(z\) axis, and that the three amides on one metal are related by a threefold rotation. The surroundings of each metal then have \(C_{3v}\) symmetry, with one mirror plane through each Mo-N bond. This orientation is taken here as given; it is not derived.

A planar nitrogen has its lone pair in the p orbital normal to its own NC\(_2\) plane. Since that plane contains \(z\) and the Mo-N bond, the lone pair points tangentially, around the axis. Call the three tangential orbitals \(t_1,t_2,t_3\), with positive lobes all pointing in the same sense of rotation.

The identity leaves all three in place, so its character is 3. A threefold rotation moves every one, so its character is 0. The mirror through N\(_1\) exchanges the other two nitrogens and reverses \(t_1\), so its character is \(-1\). With one identity, two rotations and three mirrors, the reduction is

\[
\begin{aligned}
n(A_1)&=\tfrac16[3+2(0)+3(-1)]=0,\\
n(A_2)&=\tfrac16[3+2(0)+3(-1)(-1)]=1,\\
n(E)&=\tfrac16[2(3)+2(-1)(0)+3(0)(-1)]=1 .
\end{aligned}
\]

The lone pairs therefore form one \(A_2\) combination and one degenerate \(E\) pair. The \(A_2\) combination is

\[
a=\frac{t_1+t_2+t_3}{\sqrt3},
\]

where the normalization neglects overlap between nitrogens. It is unchanged by the rotation and changes sign in every mirror.

Now look for a metal orbital that can match it. An orbital with angular dependence \(e^{im\phi}\) about \(z\) is multiplied by a phase \(e^{\pm 2\pi i m/3}\) under the threefold rotation. To match \(a\), this phase must be 1, so \(m\) must be a multiple of 3. Among s, p and d orbitals, \(|m|\le2\), which leaves \(m=0\): s, \(p_z\) and \(d_{z^2}\). These three do not change sign in a mirror containing \(z\), whereas \(a\) does. Let \(f_0\) be any of them and \(h\) the effective one-electron Hamiltonian, which has the full symmetry of the surroundings. Applying the mirror to both orbitals gives

\[
\langle a|h|f_0\rangle=-\langle a|h|f_0\rangle=0,
\]

and the same step gives \(\langle a|f_0\rangle=0\). One lone-pair combination at each metal is thus nonbonding towards metal s, p and d orbitals, whatever their radial shapes.

## From three lone pairs to sixteen electrons

The valence orbitals of molybdenum are 5s, three 5p and five 4d. Under \(C_{3v}\) they divide as follows:

- \(A_1\): s, \(p_z\), \(d_{z^2}\)
- \(E\): \((p_x,p_y)\), \((d_{xz},d_{yz})\), \((d_{x^2-y^2},d_{xy})\)

There are three \(A_1\) orbitals and three \(E\) pairs, nine orbitals in all.

The possible partners of one metal also number nine. Three nitrogen \(\sigma\) functions, directed at the metal, give \(A_1+E\). Three lone pairs give \(A_2+E\). The other molybdenum offers \(d_{z^2}\), of type \(A_1\), for the Mo-Mo \(\sigma\) bond, and \((d_{xz},d_{yz})\), of type \(E\), for the two \(\pi\) bonds. The sum is

\[
2A_1+A_2+3E .
\]

Only functions of the same symmetry can combine. Two \(A_1\) partners can engage two of the three \(A_1\) metal orbitals, and three \(E\) pairs can engage six more. The largest number of independent bonding combinations is \(2+6=8\). Each contributes two electrons to the formal count around the metal:

\[
N_{\max}=2\times8=16 .
\]

The same result follows from bond counting:

\[
N=\underbrace{6}_{\text{Mo-Mo}}+\underbrace{6}_{\text{Mo-N }\sigma}+\underbrace{4}_{\text{N-to-Mo }\pi}=16 .
\]

In ionic bookkeeping, Mo(III) supplies 3 electrons, the other metal 3, the amide \(\sigma\) pairs 6 and the two available \(\pi\) pairs 4. In neutral bookkeeping, Mo supplies 6, the other metal 3, three amido radicals 3 and the \(\pi\) pairs 4. Both sums are 16. Ignoring \(\pi\) donation gives 12, and crediting all three lone pairs gives 18, which the symmetry forbids in this orientation.

Sixteen is a ceiling on a formal count, not a charge. It credits a metal with both electrons of every bond, however unequally they are shared.

The shortfall is a mismatch: the unused lone pair is \(A_2\), while the unused metal orbital is \(A_1\). Nor is one particular nitrogen excluded. The combination \(a\) has weight \(1/3\) on each nitrogen, so each has weight \(2/3\) in the two combinations that can donate. The formal ceiling is two-thirds of a \(\pi\) bond per Mo-N link.

## Why the second metal does not help

The other molybdenum lies on the same axis and in the same mirror planes, so its s, p and d orbitals obey the same argument. In the staggered molecule, of symmetry \(D_{3d}\), inversion exchanges the two local combinations. Their even and odd sums have symmetries \(A_{2g}\) and \(A_{1u}\). The \(m=0\) orbitals of the two metals form \(A_{1g}\) and \(A_{2u}\) sums, and so match neither.

Staggering is not essential. An eclipsed arrangement with the same upright amides also has three mirror planes containing the axis, and the zero remains.

## A numerical count

The symmetry argument gives at most eight combinations, but an accidental zero could reduce the number further. A simple overlap model settles this for one geometry: Mo-Mo 2.2 Å, Mo-N 2.0 Å and Mo-Mo-N angle 105°. The metal s, p and d functions are single Gaussians with exponents 0.15, 0.15 and 0.5 bohr\(^{-2}\). The nitrogen functions are 2p orbitals from the STO-3G basis.

The nine partner functions and nine metal orbitals define a \(9\times9\) overlap matrix. Its rank, the number of nonzero singular values, counts the independent combinations. Numerical decomposition gives

\[
\begin{gathered}
0.399,\ 0.399,\ 0.366,\ 0.260,\ 0.163,\\
0.163,\ 0.108,\ 0.108,\ 0.000 .
\end{gathered}
\]

The three equal pairs belong to \(E\), and the two single nonzero values to \(A_1\). The rank is 8. The individual values depend on the chosen functions and are not bond strengths.

For these exponents, the metal orbital left over has weights 0.004 in s, 0.626 in \(p_z\) and 0.370 in \(d_{z^2}\). Other exponents can change these weights greatly. Its direction follows from its zero overlap with the partner's \(d_{z^2}\). Neglecting the small s part, the \(p_z\) and \(d_{z^2}\) contributions must cancel there. For the same test function placed equally far away on the opposite side, the \(p_z\) contribution changes sign and the \(d_{z^2}\) contribution does not, so the two add. For these exponents the vacant hybrid therefore points outward, away from the Mo-Mo bond, with its centroid 0.66 bohr beyond the metal. The direction is not fixed by symmetry: with s and p exponents of 0.05 bohr\(^{-2}\) the centroid lies 0.56 bohr toward the other molybdenum. Whether an added donor would bind there also depends on energy and steric room, which this model does not contain.

## What happens when the amides turn

The restriction belongs to the orientation, not to amides as such. Let \(\mathbf b_k\) be the unit vector from Mo to N\(_k\), and let \(v_k\) be the nitrogen p orbital along \(\mathbf t_k\times\mathbf b_k\), where \(\mathbf t_k\) is the direction of \(t_k\). This orbital lies in the mirror plane and is perpendicular to the Mo-N bond. If all three amides turn by the same angle \(\theta\) about their Mo-N bonds, the lone pairs become

\[
p_k=\cos\theta\,t_k+\sin\theta\,v_k .
\]

The mirror through N\(_1\) leaves \(v_1\) unchanged, so the characters of the \(v_k\) are \(3,0,+1\). They reduce to \(A_1+E\). For any \(m=0\) metal orbital,

\[
\begin{aligned}
\left\langle \frac{p_1+p_2+p_3}{\sqrt3}\middle|f_0\right\rangle
&=\cos\theta\,\langle a|f_0\rangle
+\sin\theta\left\langle \frac{v_1+v_2+v_3}{\sqrt3}\middle|f_0\right\rangle\\
&=\sin\theta\left\langle \frac{v_1+v_2+v_3}{\sqrt3}\middle|f_0\right\rangle .
\end{aligned}
\]

The first term vanishes by the mirror argument. Let \(S\) be the root of the summed squares of the overlaps with all nine metal orbitals. In the model,

\[
S(\theta)=0.220\,|\sin\theta| .
\]

For comparison, one upright \(E\) combination has \(S=0.179\). The forbidden channel can thus become comparable in overlap with an allowed one, but only after a large twist.

At \(\theta=90^\circ\) the partners form \(3A_1+3E\), which matches the metal set. The rank becomes 9 and the formal ceiling 18. The smallest singular value, however, is 0.031 and belongs to an \(E\) pair; in the upright geometry the smallest nonzero value was 0.108. Symmetry permits 18 electrons here, but this does not show that the extra donation is strong or that the turned structure is stable.

Turning one amide alone by 90° is already enough to lift the restriction. One mirror plane then remains, the one through that nitrogen. Six metal orbitals are even in it (s, \(p_x\), \(p_z\), \(d_{z^2}\), \(d_{x^2-y^2}\), \(d_{xz}\)) and three are odd (\(p_y\), \(d_{xy}\), \(d_{yz}\)), with \(x\) in the mirror. The mirror sends \(t_2\) to \(-t_3\), so the lone pairs give two even functions, \(v_1\) and \(t_2-t_3\), and one odd function, \(t_2+t_3\). The \(\sigma\) functions add two even and one odd, and the partner metal does the same. The totals are six even and three odd, equal to those of the metal. Symmetry again allows 18.

## How large the effect is in a computed molecule

Mo\(_2\)(NH\(_2\))\(_6\) serves as a smaller model, with hydrogen in place of methyl. The geometry above was held fixed, with N-H 1.01 Å and H-N-H 110°. The calculation is restricted Hartree-Fock, with the LANL2DZ effective core potential and basis on Mo, one added f shell of exponent 1.0 bohr\(^{-2}\), 3-21G on N and STO-3G on H. Orbital composition is given by Löwdin analysis, which first orthogonalizes the basis functions symmetrically; its percentages depend on the basis.

The highest occupied orbitals are:

| Energy (eV) | Number | \(A_2\) lone pairs (%) | \(E\) lone pairs (%) | Mo s, p, d (%) |
|---:|---:|---:|---:|---:|
| −8.70 | 2 | 0.0 | 7.7 | 80.3 |
| −9.14 | 1 | 99.8 | 0.0 | 0.0 |
| −9.25 | 1 | 99.8 | 0.0 | 0.0 |
| −9.83 | 1 | 0.0 | 0.0 | 96.3 |
| −10.78 | 2 | 0.0 | 71.5 | 21.7 |
| −10.85 | 2 | 0.0 | 68.3 | 30.0 |

The pair at −8.70 eV and the single orbital at −9.83 eV are mainly metal, and their degeneracies fit the \(\pi\) and \(\sigma\) parts of the Mo-Mo triple bond. Between them lie the two nonbonding lone pairs, \(A_{2g}\) at −9.14 eV and \(A_{1u}\) at −9.25 eV. The four \(E\) lone-pair orbitals are lower and contain 22 to 30% metal character.

The mean \(A_2\) energy is \((-9.14-9.25)/2=-9.20\) eV, and the mean \(E\) energy is \((-10.78-10.85)/2=-10.82\) eV. The separation is about 1.6 eV. These values are not converged with respect to the basis. In a larger basis, 6-31G on N and H with a second f shell of exponent 0.4 bohr\(^{-2}\) on Mo, the order of the levels is the same, but they move by up to 0.15 eV and the separation becomes 1.5 eV. It should not be read as the energy of \(\pi\) donation alone, because interactions between ligands also separate the two sets.

A more direct test keeps the converged Fock matrix, removes all Mo s, p and d functions from the basis, and solves for the levels again. Of the occupied valence levels, just two survive unchanged to within \(10^{-6}\) hartree: the \(A_{2g}\) and \(A_{1u}\) lone pairs.

The populations tell the same story. Each \(A_2\) combination holds 1.995 electrons, and each \(E\) combination holds 1.511. The \(E\) functions of one metal site are therefore short of two full pairs by

\[
2(2-1.511)=0.98\ \text{electron},
\]

against \(2-1.995=0.005\) for \(A_2\). In the larger basis the populations are 1.94 and 1.56, and the two shortfalls 0.88 and 0.06, so the contrast is reliable but the digits are not. The first number measures delocalization out of the \(E\) lone-pair functions, not the net charge gained by Mo. It is far below the four electrons credited to \(\pi\) donation in the formal count, as expected for shared pairs.

The remaining \(A_2\) delocalization goes into f functions. An f shell has \(m=\pm3\) components, and the one varying as \(\sin3\phi\), with \(\phi\) measured from a mirror plane, has \(A_2\) symmetry. Its share in the two lone-pair orbitals is 0.23 to 0.24%. In the fixed Fock matrix it lowers them by 0.039 and 0.041 eV. Both figures depend on the f exponent: in the larger basis, with its more diffuse second f shell, the share is about 3% and the lowering 0.08 to 0.09 eV. "Nonbonding" therefore describes the s, p, d valence set; a weak polarization remains.

The two levels differ by 0.11 eV, or about 0.2 eV in the larger basis. Since the f shell lowers both almost equally, it does not cause this splitting, and metal s, p and d functions cannot. What remains is interaction between the lone pairs on the two ends of the molecule.

## The model and the warm molecule

The bond lengths and angle are rough values for Mo\(_2\)(NMe\(_2\))\(_6\), not a refined structure. Methyl groups can mix with the lone pairs and shift their energies, but this opens no path to metal s, p or d orbitals while the mirror planes remain. Hartree-Fock omits electron correlation, which matters in a metal-metal multiple bond. Its orbital order may change in a better calculation, and its 10.18 eV gap between occupied and empty orbitals is not an optical excitation energy. The symmetry zeros do not depend on these approximations.

Thermal twisting does break the mirror planes. For an estimate, take the molecule at 350 K and a torsional wavenumber of 100 cm\(^{-1}\), a chosen value. Treat each methyl as a 15 u point mass, 1.45 Å from nitrogen, with a C-N-C angle of 110°. The moment of inertia about the Mo-N bond is

\[
I=2(15\,\mathrm u)(1.45\,\text{Å}\times\sin55^\circ)^2
=7.0\times10^{-46}\ \mathrm{kg\,m^2}.
\]

With \(\omega=1.88\times10^{13}\) s\(^{-1}\), classical equipartition, \(\tfrac12I\omega^2\langle\theta^2\rangle=\tfrac12k_BT\), gives

\[
\theta_{\rm rms}=\sqrt{\frac{k_BT}{I\omega^2}}=0.14\ \text{rad}=8.0^\circ .
\]

If all three amides turned together by this angle, the overlap would be 0.030. To leading order the stabilization by a vacant orbital varies as the square of the coupling, and hence as \(\sin^2\theta\). Relative to a 90° twist, with the energy separation held fixed, the factor is 0.019, or about 2%. Independent twists distribute the coupling differently and also admit \(E\) metal orbitals, so this is an estimate of size, not a bound. Under these assumptions the 16-electron description survives ordinary warming.

## Using the result

For upright amides, count two \(\pi\) pairs per metal, not three, and spread them equally over the three Mo-N bonds. Before transferring the count to a related compound, look at the angle between each NR\(_2\) plane and the plane containing Mo-Mo and Mo-N. If three similar amides are spaced by roughly 120° around the axis and these angles are small, the third pair is nearly nonbonding. Unequal spacing alone does not raise the count. With upright planes and equal Mo-N lengths and angles, the three \(\sigma\) functions overlap the \(m=0\) metal orbitals identically and the lone pairs do not overlap them at all, so one \(m=0\) hybrid stays without a partner. In the overlap model, azimuths of 0°, 95°, 265° or 0°, 90°, 215° still give rank 8. The unmatched combination then mixes in a little of the other partner functions but remains 95 to 97% lone pair. If even one amide is turned far, count the symmetry-allowed combinations again.

In a calculation, inspect delocalized orbitals by symmetry. Orbitals localized on individual nitrogens mix \(A_2\) with \(E\) and can show three equivalent, partly donating lone pairs. That picture is consistent with the one here, because the total occupied space is the same. It does not mean that three independent pairs are donated.

The count alone does not predict volatility, thermal stability or reactivity. It identifies a filled ligand combination without a metal s, p or d partner, and a vacant \(A_1\) metal hybrid without a ligand partner. Their energies and accessibility have to be examined separately.
